# Blount's Formulas for Position Matrix Elements Between Wannier Functions

A crystal in $d$ dimensions has lattice vectors $\mathbf R$, reciprocal lattice vectors $\mathbf G$ and cell volume $V$. Its Bloch functions are

$$\psi_{n\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r),\qquad u_{n\mathbf k}(\mathbf r+\mathbf R)=u_{n\mathbf k}(\mathbf r),$$

with $\langle u_{n\mathbf k}|u_{m\mathbf k}\rangle=\delta_{nm}$. An inner product of cell-periodic functions means an integral over one cell. The label $n$ runs over isolated bands or, when bands of an isolated group cross, over $\mathbf k$-dependent unitary mixtures of the group. Nothing below requires $\psi_{n\mathbf k}$ to be an energy eigenfunction.

The zone average is written

$$\int_{\mathbf k}\equiv\frac{V}{(2\pi)^d}\int_{\rm BZ}d^dk,\qquad \int_{\mathbf k}1=1 ,$$

where the zone is the parallelepiped spanned by the primitive reciprocal vectors. The Wannier functions are

$$W_{\mathbf Rn}(\mathbf r)=\int_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}\,\psi_{n\mathbf k}(\mathbf r)=W_{\mathbf 0n}(\mathbf r-\mathbf R),\qquad |\mathbf Rn\rangle\equiv|W_{\mathbf Rn}\rangle .$$

The second equality follows from $\psi_{n\mathbf k}(\mathbf r-\mathbf R)=e^{-i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}(\mathbf r)$.

The position operator is awkward between Bloch functions, which extend over the whole crystal. Between localized Wannier functions it is well defined, and the task is to compute its matrix elements from the functions $u_{n\mathbf k}$ in a single cell.

## (a) Reducing an integral over all space to one cell

Let $f_{\mathbf k}(\mathbf r)$ be cell-periodic in $\mathbf r$ and square-integrable over the cell and the zone, and let $F(\mathbf r)=\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}f_{\mathbf k}(\mathbf r)$. Express $\langle\mathbf Rn|F\rangle$ through cell inner products.

**Solution.** Split space into cells, writing each point as $\mathbf r+\mathbf R'$ with $\mathbf r$ in the home cell. Since $u$ and $f$ are cell-periodic,

$$W_{\mathbf Rn}(\mathbf r+\mathbf R')=\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf R'}\left[e^{-i\mathbf k\cdot\mathbf R}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r)\right],$$

$$F(\mathbf r+\mathbf R')=\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf R'}\left[e^{i\mathbf k\cdot\mathbf r}f_{\mathbf k}(\mathbf r)\right].$$

At fixed $\mathbf r$ these are the Fourier coefficients, labelled by $\mathbf R'$, of the two brackets regarded as functions on the zone. The exponentials $e^{i\mathbf k\cdot\mathbf R'}$ form a complete orthonormal set there under $\int_{\mathbf k}$, so Parseval's theorem gives

$$\sum_{\mathbf R'}W_{\mathbf Rn}^*(\mathbf r+\mathbf R')F(\mathbf r+\mathbf R')=\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}\,u_{n\mathbf k}^*(\mathbf r)f_{\mathbf k}(\mathbf r).$$

The factors $e^{\pm i\mathbf k\cdot\mathbf r}$ have cancelled. Integrating over the cell,

$$\boxed{\langle\mathbf Rn|F\rangle=\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}\langle u_{n\mathbf k}|f_{\mathbf k}\rangle}\tag{1}$$

The choice $f_{\mathbf k}=u_{m\mathbf k}$ gives $\langle\mathbf Rn|\mathbf 0m\rangle=\delta_{nm}\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}=\delta_{nm}\delta_{\mathbf R\mathbf 0}$, which is orthonormality. The same argument applied to $F$ with itself gives $\int|F|^2d^dr=\int_{\mathbf k}\langle f_{\mathbf k}|f_{\mathbf k}\rangle$, so $F$ is square-integrable over all space.

## (b) The first moment and the periodic gauge

Bring $\mathbf r\,W_{\mathbf 0m}$ to the form required by (1), find $\langle\mathbf Rn|\mathbf r|\mathbf 0m\rangle$, and state what has been assumed about the phases.

**Solution.** The product rule gives

$$\nabla_{\mathbf k}\left(e^{i\mathbf k\cdot\mathbf r}u_{m\mathbf k}\right)=i\mathbf r\,e^{i\mathbf k\cdot\mathbf r}u_{m\mathbf k}+e^{i\mathbf k\cdot\mathbf r}\nabla_{\mathbf k}u_{m\mathbf k}.$$

Multiplying by $-i$, rearranging and averaging over the zone,

$$\mathbf r\,W_{\mathbf 0m}(\mathbf r)=-i\int_{\mathbf k}\nabla_{\mathbf k}\psi_{m\mathbf k}(\mathbf r)+\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\,i\nabla_{\mathbf k}u_{m\mathbf k}(\mathbf r).\tag{2}$$

By Gauss's theorem the first integral is a surface integral of $\psi_{m\mathbf k}$ over the zone faces. Opposite faces differ by a reciprocal lattice vector and have opposite outward normals. They cancel if

$$\psi_{m,\mathbf k+\mathbf G}=\psi_{m\mathbf k}\quad\Longleftrightarrow\quad u_{m,\mathbf k+\mathbf G}(\mathbf r)=e^{-i\mathbf G\cdot\mathbf r}u_{m\mathbf k}(\mathbf r).\tag{3}$$

This is the periodic gauge. It is $\psi$ that repeats, not $u$. There must also be no jump inside the zone, since a jump would act as an additional surface. A sufficient condition is therefore that $u_{m\mathbf k}$ be continuously differentiable in $\mathbf k$ and obey (3). Kinks are harmless at this stage: a continuous, piecewise continuously differentiable $u$ produces no surface term.

With the surface term gone, (2) has the form required in (a), with $f_{\mathbf k}=i\nabla_{\mathbf k}u_{m\mathbf k}$. Hence

$$\boxed{\langle\mathbf Rn|\mathbf r|\mathbf 0m\rangle=i\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}\langle u_{n\mathbf k}|\nabla_{\mathbf k}u_{m\mathbf k}\rangle}\tag{4}$$

The integrand is periodic in $\mathbf k$. The factor $e^{-i\mathbf G\cdot\mathbf r}$ in (3) does not depend on $\mathbf k$, so $\nabla_{\mathbf k}u$ acquires the same factor as $u$, and the two factors cancel in the inner product.

For one band in one dimension with lattice constant $a$, the diagonal element is $\langle x\rangle=(a/2\pi)\int_{\rm BZ}A\,dk$, where $A=i\langle u_k|\partial_ku_k\rangle$. The Wannier centre is thus the Berry phase of the band times $a/2\pi$.

A limiting case checks the sign. If the Wannier functions in different cells do not overlap, then inverting the definition gives $u_{m\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}W_{\mathbf 0m}(\mathbf r-\mathbf R)$, and $i\nabla_{\mathbf k}$ multiplies each term by $\mathbf r-\mathbf R$. For $n=m$ the cell inner product becomes $\int|W_{\mathbf 0m}|^2\,\mathbf r\,d^dr$, independent of $\mathbf k$. Equation (4) then gives the ordinary orbital centre for $\mathbf R=\mathbf 0$ and zero for $\mathbf R\ne\mathbf 0$, as it should.

**When the gauge does not exist.** In two dimensions, set $\mathbf A=i\sum_n\langle u_{n\mathbf k}|\nabla_{\mathbf k}u_{n\mathbf k}\rangle$, summed over the isolated set. If a smooth periodic gauge exists, $\mathbf A$ is smooth and periodic, its circulation around the zone boundary vanishes, and by Stokes's theorem so does the integral of its curl. That integral is $2\pi$ times the Chern number of the set. A set with nonzero Chern number therefore has no smooth periodic gauge, so the sufficient condition under which (4) was derived above cannot be met for it.

## (c) The second moment

Find the corresponding formula for $r^2=\mathbf r\cdot\mathbf r$. Which further smoothness does it need?

**Solution.** Multiply (2), without its surface term, by $\mathbf r$ once more. For each Cartesian component $j$, with $\partial_j=\partial/\partial k_j$,

$$r_j\,e^{i\mathbf k\cdot\mathbf r}\,i\partial_ju_{m\mathbf k}=\left(-i\partial_je^{i\mathbf k\cdot\mathbf r}\right)i\partial_ju_{m\mathbf k}=\partial_j\left(e^{i\mathbf k\cdot\mathbf r}\partial_ju_{m\mathbf k}\right)-e^{i\mathbf k\cdot\mathbf r}\partial_j^2u_{m\mathbf k},$$

because $(-i)(i)=1$. The new surface term contains $e^{i\mathbf k\cdot\mathbf r}\partial_ju_{m\mathbf k}=(\partial_j-ir_j)\psi_{m\mathbf k}$. At fixed $\mathbf r$ this is periodic in $\mathbf k$ if $\psi$ is periodic and its derivatives also match across the zone boundary. The surface term then cancels. Summing over $j$,

$$r^2W_{\mathbf 0m}(\mathbf r)=-\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\nabla_{\mathbf k}^2u_{m\mathbf k}(\mathbf r),\tag{5}$$

and (1) gives

$$\boxed{\langle\mathbf Rn|r^2|\mathbf 0m\rangle=-\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}\langle u_{n\mathbf k}|\nabla_{\mathbf k}^2u_{m\mathbf k}\rangle}\tag{6}$$

It is sufficient that $u$ be twice continuously differentiable in $\mathbf k$, across the zone boundary as well, in the sense of (3). In contrast to (4), a kink now matters: the second derivative then contains a delta function at the kink, and (6) holds only if that contribution is kept.

Equations (4) and (6) are Blount's formulas. Elements between two arbitrary cells follow by measuring position from $\mathbf R'$. With $\mathbf r=(\mathbf r-\mathbf R')+\mathbf R'$ and translation invariance,

$$\langle\mathbf Rn|\mathbf r|\mathbf R'm\rangle=\langle\mathbf R-\mathbf R',n|\mathbf r|\mathbf 0m\rangle+\mathbf R'\delta_{nm}\delta_{\mathbf R\mathbf R'} .$$

## (d) A form with first derivatives alone

Find an expression for $\langle\mathbf Rn|r^2|\mathbf 0m\rangle$ that survives kinks in $u$, and show that it agrees with (6) when $u$ is smooth.

**Solution.** Let one factor $\mathbf r$ act on each Wannier function. On the left write $\mathbf r=(\mathbf r-\mathbf R)+\mathbf R$:

$$\langle\mathbf Rn|r^2|\mathbf 0m\rangle=\int\left[(\mathbf r-\mathbf R)W_{\mathbf Rn}\right]^*\cdot\left[\mathbf r\,W_{\mathbf 0m}\right]d^dr+\mathbf R\cdot\langle\mathbf Rn|\mathbf r|\mathbf 0m\rangle .$$

The first bracket is $\mathbf r\,W_{\mathbf 0n}$ translated by $\mathbf R$. By (2) it equals $\int_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}e^{i\mathbf k\cdot\mathbf r}\,i\nabla_{\mathbf k}u_{n\mathbf k}$. The Parseval argument of (a) applies with $u_{n\mathbf k}$ replaced by $i\nabla_{\mathbf k}u_{n\mathbf k}$, and $(i)^*i=1$, so

$$\boxed{\langle\mathbf Rn|r^2|\mathbf 0m\rangle=\int_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}\langle\nabla_{\mathbf k}u_{n\mathbf k}|\cdot|\nabla_{\mathbf k}u_{m\mathbf k}\rangle+\mathbf R\cdot\langle\mathbf Rn|\mathbf r|\mathbf 0m\rangle}\tag{7}$$

This needs no more than (4) did. To compare it with (6), expand

$$\nabla_{\mathbf k}\cdot\left(e^{i\mathbf k\cdot\mathbf R}\langle u_n|\nabla_{\mathbf k}u_m\rangle\right)=e^{i\mathbf k\cdot\mathbf R}\left(i\mathbf R\cdot\langle u_n|\nabla_{\mathbf k}u_m\rangle+\langle\nabla_{\mathbf k}u_n|\cdot|\nabla_{\mathbf k}u_m\rangle+\langle u_n|\nabla_{\mathbf k}^2u_m\rangle\right).\tag{8}$$

For smooth $u$ the left side averages to zero. By (4) the first term on the right averages to $\mathbf R\cdot\langle\mathbf Rn|\mathbf r|\mathbf 0m\rangle$. Moving the last term to the other side shows that (6) and (7) are equal.

## (e) What a permitted change of gauge does

Replace $u_{\mathbf k}$ of a single band by $e^{i\varphi(\mathbf k)}u_{\mathbf k}$, with $e^{i\varphi}$ smooth and periodic. How do $\langle\mathbf r\rangle$ and $\langle r^2\rangle$ in the home cell change?

**Solution.** Let $\mathbf A=i\langle u_{\mathbf k}|\nabla_{\mathbf k}u_{\mathbf k}\rangle$, which is real because $\langle u|u\rangle=1$. The new gradient is $e^{i\varphi}(\nabla_{\mathbf k}u+iu\nabla_{\mathbf k}\varphi)$, so $\mathbf A$ becomes $\mathbf A-\nabla_{\mathbf k}\varphi$. Periodicity of $e^{i\varphi}$ allows $\varphi=-\mathbf k\cdot\mathbf L+\text{(periodic part)}$, where $\mathbf L$ is a lattice vector. The gradient of the periodic part averages to zero, hence

$$\Delta\langle\mathbf r\rangle=-\int_{\mathbf k}\nabla_{\mathbf k}\varphi=\mathbf L .$$

The centre is fixed up to a lattice vector. For the second moment, use (7) at $\mathbf R=\mathbf 0$ and $\langle u|\nabla_{\mathbf k}u\rangle=-i\mathbf A$. The cross terms are $-i\nabla_{\mathbf k}\varphi\cdot(-i\mathbf A)$ plus its conjugate, which is $-2\mathbf A\cdot\nabla_{\mathbf k}\varphi$. Therefore

$$\Delta\langle r^2\rangle=\int_{\mathbf k}\left(|\nabla_{\mathbf k}\varphi|^2-2\mathbf A\cdot\nabla_{\mathbf k}\varphi\right).\tag{9}$$

The spread $\langle r^2\rangle-\langle\mathbf r\rangle^2$ thus depends on the gauge, even when the centre does not move.

## (f) A one-dimensional crystal

Take lengths in units of $a$, energies in units of $\hbar^2/(ma^2)$, and the potential $-20\cos2\pi x-8\sin4\pi x$, which has no inversion symmetry. Evaluate the moments for the two lowest bands, and the effect of the phase $\varphi=0.3\cos k$ on band 1.

**Solution.** Both bands are isolated, with gaps of 19.17 between bands 1 and 2 and 9.29 between bands 2 and 3. The phase of $\psi_{nk}$ is fixed by requiring a positive overlap with a localized trial function: the Gaussian $g(x)=\exp[-(x-0.08)^2/(2\times0.2^2)]$ for band 1, its derivative $g'(x)$ for band 2. This gauge is periodic, because the overlap refers to $\psi$, and it is smooth as long as the overlap does not vanish. On the $k$ mesh the smallest normalized overlaps are 0.98 and 0.69.

The numerical check evaluates (4), (6) and (7) with finite differences in $k$, and independently integrates $x$ and $x^2$ over the Wannier functions in real space. The two routes differ by at most $3\times10^{-9}$. Some values are:

| $R$, $n$, $m$ | $\langle Rn\vert x\vert0m\rangle$ | $\langle Rn\vert x^2\vert0m\rangle$ |
|---|---|---|
| 0, 1, 1 | 0.03147 | 0.02313 |
| 0, 2, 2 | −0.14138 | 0.17827 |
| 0, 1, 2 | −0.14061 | 0.00080 |
| 1, 1, 1 | 0.00453 | 0.00017 |
| 1, 2, 2 | −0.15169 | −0.02506 |

The spreads are

$$0.02313-(0.03147)^2=0.02214,\qquad 0.17827-(0.14138)^2=0.15828,$$

in units of $a^2$, for bands 1 and 2. The second band is the less localized one. The two centres do not depend on the trial function, but the other table entries and the spreads do: with the Gaussian centred at $0$ instead of $0.08$, the spread of band 2 falls to $0.1064$ and $\langle 1\,2|x|0\,2\rangle$ becomes $-0.0538$. The smallest spreads over all gauges are $0.02210$ and $0.09942$.

Now apply $\varphi=0.3\cos k$ to band 1. The trial function is real, so the original gauge has $u_{-k}=u_k^*$. Differentiation gives $(\partial_ku)_{-k}=-(\partial_ku_k)^*$, and hence $A(-k)=-i\langle u_k|\partial_ku_k\rangle^*=-i(iA(k))=A(k)$. Since $\varphi'=-0.3\sin k$ is odd, the cross term in (9) vanishes, and $\Delta\langle x^2\rangle=0.3^2/2=0.045$. For $R=1$, equation (4) acquires the extra term

$$-\int_ke^{ik}\varphi'=0.3\int_ke^{ik}\sin k=0.15\,i .$$

The computed values are $0.045000$ and $0.00453+0.15000\,i$, and the centre does not move within numerical accuracy.

The vector forms were tested on an oblique two-dimensional lattice with $\mathbf a_1=(1,0)$, $\mathbf a_2=(0.3,1)$ and the non-separable potential $-14\cos(\mathbf b_1\cdot\mathbf r)-14\cos(\mathbf b_2\cdot\mathbf r)-6\sin[(\mathbf b_1+\mathbf b_2)\cdot\mathbf r]$, where $\mathbf b_1,\mathbf b_2$ are the primitive reciprocal vectors. The gauge is fixed by the trial function $\exp[-r^2/(2\times0.2^2)]$; $\langle r^2\rangle$ depends on this choice (it is $0.0660$ for width $0.35$), the centre does not. Its lowest band has $\langle\mathbf r\rangle=(0.0570,0.0426)$ and $\langle r^2\rangle=0.0644$ by both routes.

## (g) Breaking each condition

In the same crystal, multiply $u_k$ of band 1 first by $e^{-i\alpha k}$ on $-\pi<k<\pi$, with $\alpha$ not an integer, and then instead by $e^{i\beta|k|}$. What happens to the second moment in each case?

**Solution: non-periodic phase.** The new Bloch function takes the values $e^{\mp i\pi\alpha}\psi_\pi$ at $k=\pm\pi$, where $\psi_\pi$ is the original function at the zone boundary. The surface term in (2) is now

$$-\frac{i}{2\pi}\left(e^{-i\pi\alpha}-e^{i\pi\alpha}\right)\psi_\pi(x)=-\frac{i}{2\pi}\left(-2i\sin\pi\alpha\right)\psi_\pi(x)=-\frac{\sin\pi\alpha}{\pi}\,\psi_\pi(x).$$

Thus $xW=-(\sin\pi\alpha/\pi)\,\psi_\pi+h$, where $h$ is square-integrable by (a). Integrate $|xW|^2$ over $|x|<L$ with integer $L$. Since $|\psi_\pi|^2$ integrates to 1 per cell, the first term contributes $2L\sin^2(\pi\alpha)/\pi^2$. By the Cauchy–Schwarz inequality the cross term grows no faster than $\sqrt L$. To leading order at large $L$,

$$\int_{-L}^{L}x^2|W|^2dx\simeq\frac{2L\sin^2\pi\alpha}{\pi^2},$$

so $\langle x^2\rangle$ is infinite. For $\alpha=0.3$, widening the window from $L=20$ to $L=40$ should add $40\times0.6545/\pi^2=2.653$. The real-space integral grows from 2.683 to 5.338, that is by 2.655. Formula (6), applied regardless, returns 0.132. Nothing in that finite number signals that the second moment does not exist.

**Solution: continuous phase with kinks.** The phase $\beta|k|$ has equal values at $k=\pm\pi$, so (4) and (7) remain valid. Its slope, however, jumps by $+2\beta$ at $k=0$, and by $-2\beta$ at the zone boundary, where it passes from $+\beta$ to $-\beta$. With $u$ now denoting the modified function, $\langle u|\partial_ku\rangle$ jumps by $i$ times these amounts. Integrate (8) separately over the two smooth halves of the zone. The left side no longer vanishes: it gives minus the sum of the jumps,

$$-\frac{1}{2\pi}\left[2i\beta-2i\beta\,e^{i\pi R}\right]=-\frac{i\beta}{\pi}\left(1-e^{i\pi R}\right).$$

Since the first two terms on the right of (8) together average to (7),

$$\langle R1|x^2|01\rangle=-\int_ke^{ikR}\langle u_k|\partial_k^2u_k\rangle_{\rm pointwise}-\frac{i\beta}{\pi}\left(1-e^{i\pi R}\right),$$

where "pointwise" means that the second derivative is taken inside each half and the kinks are ignored. The missing term vanishes for even $R$, including the diagonal element $R=0$, so a check of $\langle x^2\rangle$ in the home cell would not reveal this fault. For $R=1$ and $\beta=0.5$ it equals $-2i\beta/\pi=-0.3183\,i$. The imaginary parts are then

$$-0.0201-0.3183=-0.3384 ,$$

in agreement with the value $-0.3384$ obtained both from real-space integration and from (7).

The two failures differ in kind. A jump in $\psi$ makes the second moment itself diverge, while a kink leaves it finite but invalidates the pointwise use of (6). If a gauge is known to be continuous and periodic but its derivatives may jump, use (7), or use (6) with the delta functions at the kinks included. A second difference on a uniform periodic mesh, with step equal to the mesh spacing, straddles the kinks and includes them: in the example above it gives $-0.338\,i$ with 60 points.

## Computed values

```
1D model; lengths in a, energies in hbar^2/(m a^2)
v1 = 20.0, v2 = 8.0 (energy); k points = 60
trial centre = 0.08 a, trial width = 0.20 a
gap bands 1-2 = 19.1698, gap bands 2-3 = 9.2866 (energy)
smallest trial overlap: band 1 0.9830, band 2 0.6877 (pure number)
zone-face mismatch of psi coefficients = 6.7e-14
pointwise error of x W = 9.5e-09 a^(1/2), of x^2 W = 2.0e-08 a^(3/2)
R/a n m | x: k-formula, direct (a) | x^2: k-formula, direct (a^2)
0 1 1 | 0.031469 0.031469 | 0.023127 0.023127
0 2 2 | -0.141381 -0.141381 | 0.178267 0.178267
0 1 2 | -0.140606 -0.140606 | 0.000798 0.000798
0 2 1 | -0.140606 -0.140606 | 0.000798 0.000798
1 1 1 | 0.004531 0.004531 | 0.000169 0.000169
1 2 2 | -0.151688 -0.151688 | -0.025056 -0.025056
1 1 2 | 0.027102 0.027102 | 0.038710 0.038710
1 2 1 | 0.008571 0.008571 | 0.021147 0.021147
2 1 1 | -0.000221 -0.000221 | 0.000009 0.000009
2 2 2 | -0.070744 -0.070744 | -0.046859 -0.046859
2 1 2 | 0.000479 0.000479 | 0.004163 0.004163
2 2 1 | -0.001503 -0.001503 | 0.002446 0.002446
largest deviation, incl. symmetric form = 2.7e-09 (a or a^2)
band 1: spread <x^2>-<x>^2 = 0.022137 a^2
band 2: spread <x^2>-<x>^2 = 0.158279 a^2
phase 0.3 cos(ka): <1 1|x|0 1> = 0.004531 +0.150000i a
  change of <x> = 2.8e-12 a, of <x^2> = 0.045000 a^2
non-periodic phase, alpha = 0.3: k-formula x^2 = 0.132009 a^2
  direct x^2 within |x|<20a: 2.6834, |x|<40a: 5.3379 a^2
  growth = 2.6545, tail law = 2.6526 a^2
kinked phase, beta = 0.5: <1 1|x^2|0 1> in a^2
  direct, |x|<100a: 0.00017 -0.33844i
  symmetric form: 0.00017 -0.33844i
  pointwise Laplacian: 0.00017 -0.02013i
  predicted missing term: -0.00000 -0.31831i
2D lattice a1 = (1, 0) a, a2 = (0.3, 1) a
u1 = 14.0, u2 = 6.0, gap = 12.1212 (energy); mesh 14 x 14
R=0: k-formula x, y = 0.056981, 0.042555 a; r^2 = 0.064434 a^2
  direct x, y = 0.056981, 0.042555 a; r^2 = 0.064434 a^2
R=a1: k-formula x, y = -0.008624, -0.002297 a; r^2 = -0.020559 a^2
  direct x, y = -0.008624, -0.002297 a; r^2 = -0.020559 a^2
R=a2: k-formula x, y = -0.003949, -0.006360 a; r^2 = -0.018236 a^2
  direct x, y = -0.003949, -0.006360 a; r^2 = -0.018236 a^2
largest 2D deviation = 8.8e-10 (a or a^2)
```
